# The infrared phase gate in attosecond streaking with Volkov final states: a numerical check

```python
"""Attosecond streaking: Volkov amplitude and infrared phase gate.

Result under test (Hartree atomic units, electron charge -1, E = -dA/dt):
 a(p) = -i Int dt E_X(t) d(p+A(t)) exp(i phi_p(t)) exp(i (p^2/2 + Ip) t)
 phi_p(t) = -Int_t^infinity (p A + A^2/2) dt'
p: drift momentum, A: infrared vector potential, E_X: XUV field,
d(v): dipole matrix element to velocity v, Ip: binding energy.
The reference is a grid solution of the time-dependent Schroedinger
equation for V(x) = -kappa^2 sech^2(kappa x) with both fields present.
"""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.fft import fft, ifft
from scipy.integrate import cumulative_trapezoid, quad, solve_ivp

# ---------------------------------------------------------------- units
EV = sc.physical_constants['Hartree energy in eV'][0]
AS = sc.physical_constants['atomic unit of time'][0] * 1e18
FIELD = sc.physical_constants['atomic unit of electric field'][0]


def peak_field(w_per_cm2):
    return np.sqrt(2 * w_per_cm2 * 1e4 / (sc.epsilon_0 * sc.c)) / FIELD


# --------------------------------------------------------------- inputs
ip_ev, xuv_ev, fwhm_as, chirp_ev_fs = 20.0, 90.0, 250.0, 10.0
wavelength_nm, ir_intensity, xuv_intensity, cycles = 800.0, 1e12, 1e13, 3
Ip, Omega = ip_ev / EV, xuv_ev / EV
kappa = np.sqrt(2 * Ip)
sigma = fwhm_as / AS / (2 * np.sqrt(2 * np.log(2)))  # rms of intensity
chirp = chirp_ev_fs / EV * AS / 1000
period = wavelength_nm * 1e-9 / sc.c * 1e18 / AS
omega = 2 * np.pi / period
T = cycles * period
E0, EX0 = peak_field(ir_intensity), peak_field(xuv_intensity)
A0 = E0 / omega
p0 = np.sqrt(2 * (Omega - Ip))
quarter = period / 4


def ir_A(t):
    shape = -A0 * np.cos(np.pi * t / T)**2 * np.sin(omega * t)
    return np.where(np.abs(t) < T / 2, shape, 0.0)


def ir_E(t):
    shape = A0 * (omega * np.cos(np.pi * t / T)**2 * np.cos(omega * t)
                  - np.pi / T * np.sin(2 * np.pi * t / T)
                  * np.sin(omega * t))
    return np.where(np.abs(t) < T / 2, shape, 0.0)


def xuv_complex(t, b):
    """Complex XUV vector potential and field; real parts are physical."""
    a = EX0 / (1j * Omega) * np.exp(-t**2 / (4 * sigma**2)
                                    - 1j * (Omega * t + b * t**2 / 2))
    return a, a * (t / (2 * sigma**2) + 1j * (Omega + b * t))


# Remaining integrals of A and A^2 from t to the end of the pulse
tg = np.linspace(-T / 2, T / 2, 20001)
cum1 = cumulative_trapezoid(ir_A(tg), tg, initial=0)
cum2 = cumulative_trapezoid(ir_A(tg)**2, tg, initial=0)


def rest_A(t):
    return np.interp(t, tg, cum1[-1] - cum1)


def rest_A2(t):
    return np.interp(t, tg, cum2[-1] - cum2)


def gate_phase(p, t):
    return -p * rest_A(t) - rest_A2(t) / 2


# -------------------------------------------------------------- dipoles
def bound_momentum(k):
    return np.sqrt(np.pi / (4 * kappa)) / np.cosh(np.pi * k / (2 * kappa))


def dipole_plane(k):
    c = np.pi / (2 * kappa)
    return -1j * c * np.tanh(c * k) * bound_momentum(k)


def dipole_scattering(k):
    return np.sign(k) * bound_momentum(k) / (kappa + 1j * np.abs(k))


def dipole_flat(k):
    return np.ones_like(k)


def bound(x):
    return np.sqrt(kappa / 2) / np.cosh(kappa * x)


xq = np.linspace(-30, 30, 12001)
for k in (1.8, p0, 2.7):
    wave = np.exp(1j * k * xq) / np.sqrt(2 * np.pi)
    scat = wave * (kappa * np.tanh(kappa * xq) - 1j * k) / (kappa - 1j * k)
    for state, formula in ((wave, dipole_plane), (scat, dipole_scattering)):
        direct = np.trapezoid(state.conj() * xq * bound(xq), xq) \
            if hasattr(np, 'trapezoid') else \
            np.trapz(state.conj() * xq * bound(xq), xq)
        assert abs(direct - formula(k)) < 1e-6 * abs(direct)

# ------------------------------- Volkov state satisfies its wave equation
x, y, z, t, u, px, py, pz = sp.symbols('x y z t u p_x p_y p_z', real=True)
Af = sp.Function('A')
action = sp.Integral((px**2 + py**2 + (pz + Af(u))**2) / 2, (u, 0, t))
volkov = sp.exp(sp.I * (px * x + py * y + (pz + Af(t)) * z - action))
residual = (sp.I * sp.diff(volkov, t)
            + sum(sp.diff(volkov, q, 2) for q in (x, y, z)) / 2
            + z * sp.diff(Af(t), t) * volkov)
assert sp.simplify(sp.expand(residual / volkov)) == 0

# -------------------------------- gate slopes against finite differences
tt, h = 10.0, 1.0
g = [float(gate_phase(p0, tt + s * h)) for s in (-1, 0, 1)]
slope = p0 * ir_A(tt) + ir_A(tt)**2 / 2
curve = -(p0 + ir_A(tt)) * ir_E(tt)
assert abs((g[2] - g[0]) / (2 * h) / slope - 1) < 5e-3
assert abs((g[2] - 2 * g[1] + g[0]) / h**2 / curve - 1) < 5e-3


# ------------------------------------------------ gate-integral spectrum
def spectrum(p, tau, b, ir_on, dipole, rotating=False, frozen=None):
    time = np.linspace(tau - 45, tau + 45, 1801)
    field = xuv_complex(time - tau, b)[1]
    field = field / 2 if rotating else field.real
    P = p[:, None]
    phase = (P**2 / 2 + Ip) * time
    velocity = P + 0 * time
    if ir_on:
        phase = phase + gate_phase(P if frozen is None else frozen, time)
        velocity = P + ir_A(time)
    amp = (field * dipole(velocity) * np.exp(1j * phase)).sum(axis=1)
    return np.abs(amp * (time[1] - time[0]))**2


def moments(p, density):
    """Yield, mean momentum, rms width of the drift energy."""
    w = density / density.sum()
    W = p**2 / 2
    mean_W = (w * W).sum()
    return (density.sum() * abs(p[1] - p[0]), (w * p).sum(),
            np.sqrt((w * (W - mean_W)**2).sum()))


# --------------------------- full Schroedinger equation, velocity gauge
N, dx = 4096, 0.25
grid = (np.arange(N) - N // 2) * dx
dk = 2 * np.pi / (N * dx)
kgrid = np.fft.fftfreq(N, dx) * 2 * np.pi
steps = int(round(T / 0.05))
dt = T / steps
mid = -T / 2 + (np.arange(steps) + 0.5) * dt
# each run: XUV arrival time, XUV chirp, infrared switch
runs = [(0.0, 0.0, 0), (0.0, 0.0, 1), (quarter, 0.0, 1), (0.0, chirp, 1)]
A_total = np.array([on * ir_A(mid) + xuv_complex(mid - tau, b)[0].real
                    for tau, b, on in runs])
potential = -kappa**2 / np.cosh(np.clip(kappa * grid, -300, 300))**2
start = np.sqrt(kappa / 2) / np.cosh(np.clip(kappa * grid, -300, 300))
full_V = np.exp(-1j * dt * potential)
half_V = np.exp(-0.5j * dt * potential)
free = np.exp(-0.5j * dt * kgrid**2)
# momentum index = 64*coarse + fine, so exp(-i dt k A) is an outer product
coarse = 64 * dk * np.r_[0:32, -32:0]
fine = dk * np.arange(64)
psi = np.tile(start * half_V, (len(runs), 1))
for n in range(steps):
    a = -1j * dt * A_total[:, n][:, None]
    kick = (np.exp(a * coarse)[:, :, None]
            * np.exp(a * fine)[:, None, :]).reshape(len(runs), N)
    psi = ifft(fft(psi, axis=1) * kick * free, axis=1) * full_V
psi = psi * half_V.conj()
loss = 1 - np.abs((psi * start).sum(axis=1) * dx)**2
assert np.all(np.abs((np.abs(psi)**2).sum(axis=1) * dx - 1) < 1e-8)
assert np.all(loss < 1e-3)


def grid_spectrum(run, side):
    outside = 0.5 * (1 + np.tanh((side * grid - 60) / 8))
    amp = fft(psi[run] * outside) * dx / np.sqrt(2 * np.pi)
    pick = (side * kgrid > 1.7) & (side * kgrid < 2.9)
    order = np.argsort(np.abs(kgrid[pick]))
    return np.abs(kgrid[pick])[order], np.abs(amp[pick][order])**2


cases = [(0, 1), (1, 1), (2, 1), (3, 1), (3, -1)]
tdse, plane, corrected = [], [], []
for run, side in cases:
    tau, b, on = runs[run]
    p, dens = grid_spectrum(run, side)
    tdse.append(moments(p, dens))
    plane.append(moments(p, spectrum(side * p, tau, b, on, dipole_plane)))
    corrected.append(moments(p, spectrum(side * p, tau, b, on,
                                         dipole_scattering)))
tdse, plane, corrected = map(np.array, (tdse, plane, corrected))

# -------------------------------------------------------------- results
shift_tdse = tdse[2, 1] - tdse[0, 1]
shift_plane = plane[2, 1] - plane[0, 1]
shift_classical = -float(ir_A(quarter))
delay_tdse = ((tdse[1, 1] - tdse[0, 1])
              - (plane[1, 1] - plane[0, 1])) / E0 * AS
delay_scatter = -kappa / (p0 * (p0**2 + kappa**2)) * AS


def width(gate_chirp, b):
    return np.sqrt(1 / (4 * sigma**2) + sigma**2 * (gate_chirp - b)**2)


gate_chirp = -p0 * E0
width_formula = np.array([width(0, 0), width(gate_chirp, 0),
                          width(gate_chirp, chirp),
                          width(-gate_chirp, chirp)])
width_tdse = tdse[[0, 1, 3, 4], 2]

# resonant half of the XUV field is enough
full = spectrum(p, quarter, 0.0, 1, dipole_plane)
half = spectrum(p, quarter, 0.0, 1, dipole_plane, rotating=True)
rwa_error = np.max(np.abs(full - half)) / full.max()


# freezing the momentum in the gate, flat dipole
def mean_energy(density):
    return (density * p * p**2 / 2).sum() / (density * p).sum()


W_free = mean_energy(spectrum(p, quarter, 0.0, 0, dipole_flat))
W_full = mean_energy(spectrum(p, quarter, 0.0, 1, dipole_flat))
W_frozen = mean_energy(spectrum(p, quarter, 0.0, 1, dipole_flat,
                                frozen=np.sqrt(2 * W_free)))
weight = np.exp(-(tg - quarter)**2 / (2 * sigma**2))
mean_A2 = (weight * ir_A(tg)**2).sum() / weight.sum()


# classical size of the delay from a Coulomb tail, released at 1 bohr
def coulomb_final(sign):
    def motion(time, s):
        return [s[1], -1 / s[0]**2 - sign * float(ir_E(time))]
    end = solve_ivp(motion, (0, T / 2 * (1 - 1e-12)),
                    [1.0, np.sqrt(p0**2 + 2)], rtol=1e-10, atol=1e-11,
                    method='DOP853').y[:, -1]
    return np.sqrt(end[1]**2 - 2 / end[0])


delay_coulomb = (coulomb_final(1) - coulomb_final(-1)) / (2 * E0) * AS

print(f"binding energy {ip_ev:.1f} eV; XUV photon {xuv_ev:.1f} eV")
print(f"XUV intensity FWHM {fwhm_as:.0f} as; rms {sigma*AS:.1f} as")
print(f"XUV peak intensity {xuv_intensity:.1e} W/cm2")
print(f"XUV chirp in the chirped run {chirp_ev_fs:.1f} eV/fs")
print(f"IR wavelength {wavelength_nm:.0f} nm; period {period*AS:.0f} as")
print(f"IR peak intensity {ir_intensity:.1e} W/cm2")
print(f"IR total length {T*AS/1000:.2f} fs")
print(f"IR peak field E0 {E0:.5f} a.u.; A0 = E0/omega {A0:.4f} a.u.")
print(f"central drift energy {p0**2/2*EV:.1f} eV; p0 {p0:.4f} a.u.")
print(f"kappa {kappa:.4f} a.u.")
print(f"gate phase at XUV time 0: {gate_phase(p0, 0.0):.3f} rad")
print(f"gate phase a quarter cycle later: "
      f"{gate_phase(p0, quarter):.3f} rad")
print(f"gate phase half a cycle later: "
      f"{gate_phase(p0, 2*quarter):.3f} rad")
print(f"gate chirp phi'' at time 0, right: "
      f"{gate_chirp*EV/AS*1000:.2f} eV/fs")
print(f"A at quarter cycle {float(ir_A(quarter)):.4f} a.u.")
print(f"momentum shift there, -A: {shift_classical:.4f} a.u.")
print(f"momentum shift there, Volkov gate: {shift_plane:.4f} a.u.")
print(f"momentum shift there, full equation: {shift_tdse:.4f} a.u.")
names = ["no IR, no chirp", "IR, no chirp", "IR, chirp, right",
         "IR, chirp, left"]
for name, wf, wt in zip(names, width_formula, width_tdse):
    print(f"rms width {name}: formula {wf*EV:.3f} eV, "
          f"full equation {wt*EV:.3f} eV")
print(f"yield right, no IR: full equation {tdse[0,0]:.3e}")
print(f"yield right, no IR: plane-wave dipole {plane[0,0]:.3e}")
print(f"yield right, no IR: scattering dipole {corrected[0,0]:.3e}")
print(f"yield right, quarter cycle: full equation {tdse[2,0]:.3e}")
print(f"yield right, quarter cycle: scattering dipole "
      f"{corrected[2,0]:.3e}")
print(f"delay of full equation against Volkov: {delay_tdse:.2f} as")
print(f"scattering delay from phase derivative: {delay_scatter:.2f} as")
print(f"full gate: mean energy shift {(W_full-W_free)*EV:.3f} eV")
print(f"frozen gate: mean energy shift {(W_frozen-W_free)*EV:.3f} eV")
print(f"full minus frozen {(W_full-W_frozen)*EV:.3f} eV; "
      f"pulse average of A^2 {mean_A2*EV:.3f} eV")
print(f"relative error of keeping the resonant half: {rwa_error:.1e}")
print(f"ground-state loss: no IR {loss[0]:.2e}, with IR {loss[1]:.2e}")
print(f"Keldysh parameter {kappa*omega/E0:.1f}; "
      f"IR photon {omega*EV:.3f} eV")
print(f"ponderomotive energy {A0**2/4*EV:.3f} eV")
print(f"classical Coulomb-tail delay, rough: {delay_coulomb:.1f} as")

# ---------------------------------------------------------------- tests
assert abs(shift_plane / shift_tdse - 1) < 0.02
assert abs(shift_classical / shift_tdse - 1) < 0.06  # finite XUV duration
assert np.all(np.abs(width_formula / width_tdse - 1) < 0.03)
assert np.all(np.abs(corrected[:, 0] / tdse[:, 0] - 1) < 0.03)
assert np.all(np.abs(corrected[:, 1] - tdse[:, 1]) < 0.002)
assert np.all(np.abs(corrected[:, 2] / tdse[:, 2] - 1) < 0.02)
assert abs(delay_tdse - delay_scatter) < 0.4
assert rwa_error < 1e-6
assert abs((W_full - W_frozen) / mean_A2 - 1) < 0.05
print("OK")
```

It prints:

```
binding energy 20.0 eV; XUV photon 90.0 eV
XUV intensity FWHM 250 as; rms 106.2 as
XUV peak intensity 1.0e+13 W/cm2
XUV chirp in the chirped run 10.0 eV/fs
IR wavelength 800 nm; period 2669 as
IR peak intensity 1.0e+12 W/cm2
IR total length 8.01 fs
IR peak field E0 0.00534 a.u.; A0 = E0/omega 0.0937 a.u.
central drift energy 70.0 eV; p0 2.2682 a.u.
kappa 1.2124 a.u.
gate phase at XUV time 0: 3.596 rad
gate phase a quarter cycle later: 0.037 rad
gate phase half a cycle later: -3.182 rad
gate chirp phi'' at time 0, right: -13.62 eV/fs
A at quarter cycle -0.0874 a.u.
momentum shift there, -A: 0.0874 a.u.
momentum shift there, Volkov gate: 0.0846 a.u.
momentum shift there, full equation: 0.0847 a.u.
rms width no IR, no chirp: formula 3.100 eV, full equation 3.105 eV
rms width IR, no chirp: formula 3.421 eV, full equation 3.403 eV
rms width IR, chirp, right: formula 3.987 eV, full equation 3.958 eV
rms width IR, chirp, left: formula 3.124 eV, full equation 3.123 eV
yield right, no IR: full equation 2.395e-06
yield right, no IR: plane-wave dipole 2.612e-05
yield right, no IR: scattering dipole 2.389e-06
yield right, quarter cycle: full equation 2.396e-06
yield right, quarter cycle: scattering dipole 2.389e-06
delay of full equation against Volkov: -1.94 as
scattering delay from phase derivative: -1.95 as
full gate: mean energy shift 5.325 eV
frozen gate: mean energy shift 5.133 eV
full minus frozen 0.192 eV; pulse average of A^2 0.195 eV
relative error of keeping the resonant half: 2.3e-11
ground-state loss: no IR 4.96e-06, with IR 4.96e-06
Keldysh parameter 12.9; IR photon 1.550 eV
ponderomotive energy 0.060 eV
classical Coulomb-tail delay, rough: -6.0 as
OK
```
